\section*{Saturation uptake of a self-limiting surface reaction from two pulses}

\section*{Problem}

In atomic layer deposition a surface is exposed to a pulse of vapour, and the reaction stops by itself when the reactive sites are used up. Let $u(t)$ be the number of atoms taken up per unit area after a pulse of length $t$, and let $U$ be the saturation uptake, which is unknown. Each atom occupies one site, so a bare surface has $U$ sites per area. The flux and the temperature are constant during a pulse, arrivals strike random sites, and an arriving atom sticks with a fixed probability $s_0$ if its site is empty and leaves at once if it is filled. Nothing desorbs later.

Two identical bare surfaces are prepared. One receives a pulse $t$ and shows the uptake $u_1$; the other receives a pulse $2t$ and shows $u_2$.

\begin{enumerate}
\item Derive $u(t)$.
\item Express $U$ and the rate constant through the readings. Which readings are admissible, and what happens for very short and very long pulses?
\item Each reading has an independent random error of standard deviation $\sigma$. Find the error of $U$ to first order in $\sigma$.
\item Cadmium pulses of $2.0$ and $4.0$ s on tellurium-terminated CdTe(001) give $u_1=1.20$ and $u_2=1.80$ atoms/nm$^2$. These are round values chosen for the exercise. Evaluate $U$ and its error for $\sigma=0.020$ atoms/nm$^2$, and judge whether the result is physically possible.
\item What does the formula return if some sites were filled beforehand, if atoms desorb, or if the shutter opens late?
\item Which capacities do the same readings imply under other rate laws, and how can the laws be told apart?
\end{enumerate}

\section*{Solution}

\subsection*{1. The rate law}

Let $F$ be the number of arrivals per area and time. A random site is empty with probability $1-u/U$, so
\begin{equation}
\frac{du}{dt}=F s_0\left(1-\frac uU\right)=k\,(U-u),\qquad k=\frac{F s_0}{U}.
\end{equation}
The free capacity $w=U-u$ obeys $dw/dt=-du/dt=-kw$ with $w(0)=U$. Hence $w=Ue^{-kt}$, and
\begin{equation}
u(t)=U\left(1-e^{-kt}\right).
\label{uptake}
\end{equation}

\subsection*{2. Elimination of the rate constant}

Write $x=e^{-kt}$ for the fraction of sites still free after the first pulse length. Since $e^{-2kt}=x^2$,
\begin{equation}
u_1=U(1-x),\qquad u_2=U(1-x^2)=U(1-x)(1+x).
\end{equation}
Division gives $u_2/u_1=1+x$, and therefore
\begin{equation}
x=\frac{u_2-u_1}{u_1},\qquad k=-\frac{\ln x}{t}.
\end{equation}
From the first reading, $U=u_1/(1-x)$. Because $1-x=(2u_1-u_2)/u_1$,
\begin{equation}
U=\frac{u_1^2}{2u_1-u_2}.
\label{result}
\end{equation}
Neither $k$ nor $t$ is needed for $U$; it is enough that the second pulse is twice as long as the first.

The result can also be read as a sum. Each further interval $t$ adds
\begin{equation}
u\big((n+1)t\big)-u(nt)=U x^n(1-x)=u_1x^n ,
\end{equation}
so the increments form a geometric series with sum $u_1/(1-x)=U$. Two readings fix its first term and its ratio.

For finite $k>0$ we have $0<x<1$, which means $u_1<u_2<2u_1$. Conversely, any pair in this range gives an $x$ between 0 and 1 and a positive $U$ that reproduce both readings. Two readings within this range therefore cannot test the first-order law; they can only be interpreted with it. A pair outside the range points to noise, rounding or some other process. Near saturation, for example, both readings may round to the same value, which is then $U$ to that precision.

For long pulses $x\to0$, and both readings approach $U$. For short pulses $1-x\approx kt$, so that
\begin{equation}
u_1\approx Ukt,\qquad 2u_1-u_2=U(1-x)^2\approx U(kt)^2 .
\end{equation}
The uptake is then nearly linear in time, and the capacity is contained only in the small curvature $2u_1-u_2$.

\subsection*{3. Error of the result}

Let $D=2u_1-u_2=U(1-x)^2$. Differentiating $U=u_1^2/D$, with $\partial D/\partial u_1=2$ and $\partial D/\partial u_2=-1$, gives
\begin{align}
\frac{\partial U}{\partial u_1}&=\frac{2u_1}{D}-\frac{2u_1^2}{D^2}
=\frac{2u_1(D-u_1)}{D^2}=\frac{2u_1(u_1-u_2)}{D^2},\\
\frac{\partial U}{\partial u_2}&=\frac{u_1^2}{D^2}.
\end{align}
Now insert $u_1=U(1-x)$ and $u_1-u_2=-Ux(1-x)$:
\begin{equation}
\frac{\partial U}{\partial u_1}=-\frac{2x}{(1-x)^2},\qquad
\frac{\partial U}{\partial u_2}=\frac{1}{(1-x)^2}.
\end{equation}
Independent errors add in squares, so
\begin{equation}
\sigma_U=\sigma\,\frac{\sqrt{1+4x^2}}{(1-x)^2}.
\label{noise}
\end{equation}
The amplification $\sigma_U/\sigma$ is $206$ at $x=0.9$, $5.66$ at $x=0.5$ and $1.26$ at $x=0.1$. At fixed $\sigma$, the first pulse should already fill a good part of the surface.

A calibration error common to both readings behaves differently. If both are multiplied by $c$, the numerator of (\ref{result}) gains $c^2$ and the denominator $c$, so $U$ is multiplied by $c$ and its relative error is not amplified.

\subsection*{4. The cadmium pulses}

The readings satisfy $1.20<1.80<2.40$ and are admissible. They give
\begin{equation}
U=\frac{1.20^2}{2(1.20)-1.80}=\frac{1.44}{0.60}=2.40\ \text{atoms/nm}^2,
\end{equation}
or $44.8$ ng/cm$^2$ of cadmium. Further, $x=0.60/1.20=0.50$ and $k=\ln 2/(2.0\ \text{s})=0.347$ s$^{-1}$. The longer pulse has filled $75\%$ of the capacity. Reaching $99\%$ requires $e^{-kt}=0.01$, hence $t=\ln(100)/k=13.3$ s.

With $\sigma=0.020$ atoms/nm$^2$, equation (\ref{noise}) gives $\sigma_U=5.66\times0.020=0.113$ atoms/nm$^2$, which is $4.7\%$ of $U$. Drawing $200\,000$ pairs of readings with Gaussian errors of this size gives a standard deviation of $0.116$ and a mean shift of $0.008$ atoms/nm$^2$. This shift scatters by about $0.0003$ between samples of this size, and its expected value is $0.009$ atoms/nm$^2$. The first-order error formula is thus adequate here.

\paragraph{Comparison with the real surface.}
With a rough lattice constant $a=0.65$ nm, the ideal (001) plane has $2/a^2=4.73$ sites/nm$^2$. The readings were chosen so that $U$ is about half of this, because a cadmium-rich CdTe(001) surface can carry about half a monolayer of cadmium. For the flux, take a rough vapour pressure $p=10^{-6}$ Torr and gas temperature $T_g=500$ K. Kinetic theory gives $F=n\bar v/4$ with $n=p/(k_BT_g)$ and $\bar v=\sqrt{8k_BT_g/(\pi m)}$, so
\begin{equation}
F=\frac{p}{\sqrt{2\pi m k_BT_g}}=1.48\ \text{atoms}/(\text{nm}^2\,\text{s}).
\end{equation}
The initial uptake rate is $kU=0.832$ atoms/(nm$^2$ s), and hence $s_0=0.832/1.48=0.56$. This is below one, as it must be. At a surface temperature near $550$ K the vapour pressure of bulk cadmium is roughly $10^{-2}$ Torr, about $10^4$ times the pulse pressure. Bulk cadmium would evaporate under these conditions, so a thick metal layer does not build up. The site count and the sticking probability thus do not rule out the numbers, but they do not show that the adsorbed atoms stay or that real cadmium uptake is first order. At $10^{-2}$ Torr bulk cadmium loses roughly $10^4$ atoms/(nm$^2$ s), or about $10^3$ per second for each surface atom. The first cadmium layer can persist through a pulse only if tellurium binds it much more strongly than cadmium binds itself. The desorption rate and the rate law are therefore the doubtful assumptions, and their effects are sized below for assumed values.

\subsection*{5. Prefilled sites, desorption and a late shutter}

In this part the true capacity is held at $2.40$ atoms/nm$^2$ and $k$ at $0.347$ s$^{-1}$. The disturbed readings are inserted into (\ref{result}).

\paragraph{Prefilled sites.}
If a fraction $\theta_0$ is filled at the start, the free capacity begins at $U(1-\theta_0)$ and still decays as $e^{-kt}$. The measured gain is
\begin{equation}
U(1-\theta_0)(1-e^{-kt}),
\end{equation}
and the formula returns the remaining capacity $U(1-\theta_0)$. For $\theta_0=0.10$ this is $2.16$ atoms/nm$^2$.

\paragraph{Desorption.}
Let atoms leave at the rate $k_d$ per atom. During the pulse
\begin{equation}
\frac{du}{dt}=k(U-u)-k_du=(k+k_d)\left(\frac{kU}{k+k_d}-u\right).
\end{equation}
This is again a first-order approach, now to the plateau $kU/(k+k_d)$. A purge of length $t_p$ before the reading multiplies both uptakes by $e^{-k_dt_p}$, and a common factor passes straight through the formula. The recovered value is
\begin{equation}
U_{\rm rec}=U\,\frac{k}{k+k_d}\,e^{-k_dt_p}.
\end{equation}
For the assumed values $k_d=0.010$ s$^{-1}$ and $t_p=5.0$ s it is $2.22$ atoms/nm$^2$, which is $7.5\%$ below the true capacity. The two readings give no sign of this loss.

\paragraph{Late shutter.}
If both exposures are shortened by the same dead time $d$, they last $t-d$ and $2t-d$ and are no longer in the ratio $1:2$. With $E=e^{kd}$ the readings are $U(1-xE)$ and $U(1-x^2E)$, so
\begin{equation}
U_{\rm rec}=U\,\frac{(1-xE)^2}{2(1-xE)-(1-x^2E)}
=U\,\frac{(1-xE)^2}{1-2xE+x^2E}.
\end{equation}
To find the sign of the shift, set $E\approx1+kd$. The relative change of the numerator is $-2x\,kd/(1-x)$, and that of the denominator is $-(2x-x^2)\,kd/(1-x)^2$. Their difference is
\begin{equation}
\frac{U_{\rm rec}}{U}-1\approx kd\,\frac{-2x(1-x)+2x-x^2}{(1-x)^2}
=kd\,\frac{x^2}{(1-x)^2}.
\end{equation}
As long as the readings remain admissible, the result is too large, and more so for short pulses. The linear estimate needs $kd\ll(1-x)^2$. Once $Ex(2-x)\ge1$, the readings have $u_2\ge2u_1$ and the formula gives no positive capacity. For an assumed $d=0.10$ s the full expression gives $2.50$ atoms/nm$^2$, a shift of $+4.1\%$; the linear estimate is $kd=3.5\%$.

\subsection*{6. Other rate laws for the same readings}

Now the readings $1.20$ and $1.80$ atoms/nm$^2$ are held fixed and the law is changed. Let $\theta=u/U$ be the filled fraction.

\paragraph{Two free sites needed.}
Suppose that an atom can stick only where its landing site and one randomly chosen neighbouring site are both free, and that it then fills one of them. Atoms that stay where they land would leave isolated empty sites that can never fill, so the uptake would saturate below $U$. We therefore let the adsorbed atoms rearrange quickly between arrivals. If filled sites are then uncorrelated, which is a mean-field assumption, the probability is $(1-\theta)^2$ and
\begin{equation}
\frac{d\theta}{dt}=k_2(1-\theta)^2 .
\end{equation}
Separation and integration from $\theta=0$ give $1/(1-\theta)-1=k_2t$, hence $\theta=k_2t/(1+k_2t)$. Taking the reciprocal of $u=U\theta$,
\begin{equation}
\frac1u=\frac1U+\frac{1}{Uk_2t}.
\end{equation}
The last term is half as large for the pulse $2t$, so it cancels in $2/u_2-1/u_1=1/U$. Therefore
\begin{equation}
U=\frac{u_1u_2}{2u_1-u_2}=\frac{1.20\times1.80}{0.60}=3.60\ \text{atoms/nm}^2 .
\end{equation}
This exceeds the first-order value by the factor $u_2/u_1$, here by $50\%$. It is still below the $4.73$ sites/nm$^2$ of the ideal plane, so the site count alone does not exclude it, but it is well above the half monolayer quoted for a cadmium-rich surface. With $\theta_1=1/3$, the rate constant is $k_2=0.250$ s$^{-1}$. The result depends on the rule for the second site. If any one of four neighbours may be the free one, the probability is $(1-\theta)(1-\theta^4)$. The same readings then give $U=2.65$ atoms/nm$^2$, and the uptake at 16 s is $2.47$, only $0.08$ above the first-order value.

\paragraph{Mobile precursor.}
Suppose instead that an arriving atom is first held weakly and can hop to other, randomly chosen sites. At an empty site it binds with probability $p_a$ or desorbs with probability $p_d$; at a filled site it desorbs with probability $p_d'$; otherwise it hops on. The probability that it finally binds is the chance of binding per visit divided by the chance that the visit ends the search:
\begin{equation}
s=\frac{(1-\theta)p_a}{(1-\theta)(p_a+p_d)+\theta p_d'}
=s_0\,\frac{1-\theta}{1-\theta+K\theta},
\end{equation}
with $s_0=p_a/(p_a+p_d)$ and $K=p_d'/(p_a+p_d)$. This is the Kisliuk law; $K=1$ restores first order. With $q=Fs_0/U$,
\begin{equation}
\frac{d\theta}{dt}=q\,\frac{1-\theta}{1-\theta+K\theta}.
\end{equation}
Since $(1-\theta+K\theta)/(1-\theta)=1-K+K/(1-\theta)$, integration yields
\begin{equation}
G(\theta)\equiv(1-K)\theta-K\ln(1-\theta)=qt .
\end{equation}
The capacity follows from $G(u_2/U)=2G(u_1/U)$, which is solved numerically. For an assumed $K=0.50$ the root is $U=2.08$ atoms/nm$^2$, which is $13\%$ below the first-order value, with $q=0.360$ s$^{-1}$.

\paragraph{A third pulse.}
All three laws pass through both readings, so a further pulse on a fresh surface is needed to compare them, with $K$ held at $0.50$. Their predictions, in atoms/nm$^2$, are:
\begin{center}
\begin{tabular}{lccc}
Pulse & first order & two sites & Kisliuk\\
$6$ s & $2.10$ & $2.16$ & $2.01$\\
$16$ s & $2.39$ & $2.88$ & $2.08$
\end{tabular}
\end{center}

The 6 s pulse is a weak test. The first-order prediction is $u_1(1+x+x^2)=u_2+(u_2-u_1)^2/u_1$. Its derivatives with respect to $u_1$ and $u_2$ are $-2x-x^2=-1.25$ and $1+2x=2$. Including the error of the third reading itself, the difference between measurement and prediction has the standard deviation
\begin{equation}
0.020\sqrt{1.25^2+2^2+1}\approx0.05\ \text{atoms/nm}^2 .
\end{equation}
The laws differ from first order by $0.06$ and $0.09$ at 6 s, about one and two standard deviations, which is too little for a firm decision. At 16 s the differences are $0.49$ and $0.31$, while the prediction is uncertain by about $\sigma_U=0.11$, since the first-order surface is then nearly full. These are about four and three standard deviations, so the long pulse separates the laws better. The error distribution is skewed: a first-order surface shows a deficit of $0.31$ or more in about $0.8\%$ of trials, against about $0.2\%$ for a Gaussian. One extra pulse also cannot identify the law when $K$ is unknown, because it then only fixes $K$. With $K=2.28$ the Kisliuk law passes through both readings and gives $2.88$ at 16 s, like the two-site law, but its capacity is $3.08$ instead of $3.60$ atoms/nm$^2$.

For these readings the two alternative laws, with $K=0.50$ in the Kisliuk case, move the capacity further than the assumed noise, desorption or dead time; a $K$ closer to one moves it less. The value $2.40$ atoms/nm$^2$ is therefore a first-order extrapolation from a surface that is three quarters full, and it needs a long pulse to confirm it. Even a long pulse must be read with care: under the two-site law the uptake at 16 s is still $20\%$ below its capacity. The numerical output below lists the main values used here.

\section*{Values computed for the example and the checks}
\begin{verbatim}
worst relative error, integrated rate law: 4.0e-13
random arrivals: fillings 0.5032, 0.7532
random arrivals: recovered capacity 1.0000 (true 1)
pulses: 2.0 s and 4.0 s
readings u1, u2: 1.20, 1.80 atoms/nm^2
denominator 2 u1 - u2: 0.60 atoms/nm^2
saturation uptake U: 2.400 atoms/nm^2
U as cadmium mass: 44.8 ng/cm^2
free fraction x after first pulse: 0.500
filled fraction after second pulse: 0.750
rate constant k: 0.3466 1/s
pulse for 99% of U: 13.3 s
rough lattice constant: 0.65 nm
sites of ideal (001) plane: 4.73 per nm^2
U / ideal plane sites: 0.51
rough gas, surface temperature: 500, 550 K
rough pulse pressure: 1e-06 Torr
rough vapour pressure of bulk Cd: 1e-02 Torr
pulse / bulk vapour pressure: 1e-04
arrival flux: 1.48 atoms/(nm^2 s)
initial uptake rate k U: 0.832 atoms/(nm^2 s)
implied initial sticking probability: 0.56
slopes dU/du1, dU/du2: -4.00, 4.00
noise amplification at x=0.9: 205.91
noise amplification at x=0.5: 5.66
noise amplification at x=0.1: 1.26
assumed noise per reading: 0.020 atoms/nm^2
error of U, formula: 0.113 atoms/nm^2
error of U, formula, relative: 4.7 %
error of U, sampled: 0.116 atoms/nm^2
mean shift of U, sampled: 0.0082 atoms/nm^2
assumed prefilled fraction: 0.10
recovered if prefilled: 2.160 atoms/nm^2
assumed desorption rate, purge: 0.010 1/s, 5.0 s
recovered with desorption: 2.219 atoms/nm^2
shift by desorption: -7.5 %
assumed shutter dead time: 0.10 s
recovered with dead time: 2.498 atoms/nm^2
shift by dead time: +4.1 %
capacity if two sites needed: 3.600 atoms/nm^2
two-site against first-order U: +50.0 %
two-site rate constant: 0.2500 1/s
assumed Kisliuk parameter K: 0.50
capacity in Kisliuk law: 2.078 atoms/nm^2
Kisliuk against first-order U: -13.4 %
Kisliuk rate constant q: 0.3598 1/s
uptake at 6 s, first order: 2.100 atoms/nm^2
uptake at 6 s, two-site: 2.160 atoms/nm^2
uptake at 6 s, Kisliuk: 2.005 atoms/nm^2
uptake at 16 s, first order: 2.391 atoms/nm^2
uptake at 16 s, two-site: 2.880 atoms/nm^2
uptake at 16 s, Kisliuk: 2.078 atoms/nm^2
\end{verbatim}
